# Why DFT k-point corrections leave the hole-image error, and KZK does not

Take 54 electrons in a periodic cube, at the density of a uniform gas with $r_s=2$ bohr, and occupy plane waves at the Γ point. In the calculation used below, the energy lies 15.6 mHa per electron below that of the infinite gas. One remedy is to run density-functional theory (DFT) once with the same k-point and once with a dense k-mesh, and to subtract the difference. That leaves an error of $-5.2$ mHa. With 114 electrons the remedy even enlarges the error, from $+2.0$ to $-2.3$ mHa, because it removes one of two errors that had partly cancelled.

The uniform electron gas shows what the subtraction misses, and why a functional that knows the cell size can supply it.

## What ordinary DFT sees

Let $N$ unpolarized electrons occupy a cube of side $L$ and volume $\Omega=L^3$, with density $n=N/\Omega$ and a neutralizing background. Hartree atomic units are used, and every error is the finite-cell value minus the infinite-gas value at the same density.

In the local density approximation (LDA), a uniform density gives a constant effective potential. The orbitals are plane waves, and the Hartree energy cancels against the background. Per electron,

$$\frac{E_{\rm LDA}}{N}=t_N+\varepsilon_{xc}(n),\qquad t_N=\frac1N\sum_{\rm occ}\frac{k^2}{2}.$$

The function $\varepsilon_{xc}(n)$ belongs to the infinite gas and contains no $L$. The LDA size error is therefore $t_N-t_\infty$. It varies irregularly with $N$ as shells of $k$-vectors fill, and subtracting it removes the kinetic shell error. No exchange-correlation (xc) size error can be removed this way, since LDA has none.

## The hole and its images

The many-body calculation uses the Ewald interaction

$$v_E(\mathbf r)=\frac1\Omega\sum_{\mathbf G\ne0}v(G)e^{i\mathbf G\cdot\mathbf r},\qquad v(q)=\frac{4\pi}{q^2},$$

with potential energy $V=\frac12\sum_{i\neq j}v_E(\mathbf r_{ij})+\frac12N\xi$. Here $\xi=\lim_{r\to0}(v_E-1/r)=-2.8373/L$ is the potential at an electron from its own images and their background.

Define the structure factor by $NS(\mathbf G)=\langle|\sum_ie^{-i\mathbf G\cdot\mathbf r_i}|^2\rangle$. Its $i=j$ terms sum to $N$, so the pairs $i\ne j$ give $N(S-1)$, and

$$\frac{\langle V\rangle}{N}=\frac{\xi}{2}+\frac1{2\Omega}\sum_{\mathbf G\neq0}v(G)\,[S(G)-1].\tag{1}$$

Now suppose that $S(G)$ takes its infinite-gas value at each $\mathbf G$. This defines the smooth part of the size error; departures from it are shell effects within xc. Let $nh(r)$ be the infinite-gas hole, with $S(q)-1=n\int h\,e^{i\mathbf q\cdot\mathbf r}d^3r$ and $n\int h\,d^3r=-1$. The sum in (1) becomes $\frac12n\int h\,v_E\,d^3r$, and $\xi/2=-\frac12n\int h\,\xi\,d^3r$. Hence

$$\frac{\langle V\rangle}{N}=\frac n2\int h(r)\,[v_E(\mathbf r)-\xi]\,d^3r .$$

In the infinite gas the bracket would be $1/r$. Because $\mathbf G=0$ is missing, $\nabla^2v_E=-4\pi\delta(\mathbf r)+4\pi/\Omega$ inside the cell. The regular part $v_E-1/r$ thus has Laplacian $4\pi/\Omega$. Cubic symmetry forbids a linear term and makes the quadratic term isotropic; since $\nabla^2r^2=6$,

$$v_E(\mathbf r)-\xi=\frac1r+\frac{2\pi r^2}{3\Omega}+\dots$$

The hole feels a spurious parabolic potential. The parabola comes from the uniform background; by cubic symmetry, the images themselves add only a constant and terms of order $r^4$ and higher. This is the hole-image error.

## The error as a missing grid point

Averaging $v_E-1/r$ over a narrow spherical distribution at the origin multiplies its Fourier components by a smooth cutoff. As the width goes to zero the average tends to $\xi$. With that cutoff understood,

$$\xi=\frac1\Omega\sum_{\mathbf G\ne0}v(G)-\int\frac{d^3q}{(2\pi)^3}v(q).$$

Insert this in (1) and subtract the infinite-gas value $\frac12\int v(S-1)\,d^3q/(2\pi)^3$. The terms without $S$ cancel, leaving half the difference between the lattice sum and the integral of $vS$.

To obtain the total energy, scale the interaction by $\lambda$. Since $dE/d\lambda=\langle V\rangle_\lambda$, and $E=Nt_N$ at $\lambda=0$, following the ground state to $\lambda=1$ gives an energy error $(t_N-t_\infty)+\Delta\varepsilon_{xc}$, with smooth part

$$\Delta\varepsilon_{xc}(n,L)=\frac12\left[\frac1\Omega\sum_{\mathbf G\neq0}F(G)-\int\frac{d^3q}{(2\pi)^3}F(q)\right],\quad F=\int_0^1\!v\,S_\lambda\,d\lambda.\tag{2}$$

By Poisson summation, a lattice sum that includes $\mathbf G=0$ differs from the integral by the Fourier transform of $F$ at the nonzero lattice vectors $\mathbf R$. For smooth $F$ this is small, and the error is the missing point, $-F(0)/(2\Omega)$. If $F$ diverges as $1/q$, as it does for exchange alone, the leading power of $L$ changes. A weaker singularity, such as a term linear in $q$, leaves the leading power alone and adds a correction that falls off faster with $L$.

## Exchange alone

For plane waves, $S_0(q)$ is the fraction of the Fermi sphere that leaves it when displaced by $q$. The part that stays is two caps of height $k_F(1-y)$, with $y=q/2k_F$. A cap of height $b$ has volume $\pi b^2(3k_F-b)/3$, so the fraction that stays is $(1-y)^2(2+y)/2=1-\frac32y+\frac12y^3$. Therefore

$$S_0=\tfrac32y-\tfrac12y^3\simeq\frac{3q}{4k_F},\qquad vS_0\simeq\frac{3\pi}{k_Fq}.$$

This diverges at $q=0$. Put $\mathbf G=2\pi\mathbf m/L$ with integer $\mathbf m$, and $\mathbf q=2\pi\mathbf p/L$. The quadrature error of $1/q$ is

$$\frac{1}{2\pi L^2}\Big[\sum_{\mathbf m\neq0}\frac1{|\mathbf m|}-\int\frac{d^3p}{|\mathbf p|}\Big]=\frac{\xi L}{2\pi L^2}.$$

The bracket is the potential at one site of a unit lattice of charges in a uniform background, without that site's own charge. With a smooth cutoff, its Fourier series has coefficients $4\pi/G^2$ and no $\mathbf G=0$ term, which is the definition of $\xi L$. Multiplication by $\frac12\cdot3\pi/k_F$ gives

$$\Delta\varepsilon_x\simeq\frac{3\,(\xi L)}{4k_FL^2}.\tag{3}$$

Since $k_F\propto1/r_s$, this is proportional to $r_s/L^2$. The remaining singularities of $vS_0$ are weaker and matter less in large cells.

## Correlation and the missing plasmon

In the interacting gas at small $q$, the plasmon carries the density fluctuations. At coupling $\lambda$ its frequency is $\sqrt\lambda\,\omega_p$, with $\omega_p^2=4\pi n$. The f-sum rule says that the squared density matrix elements, each weighted by its excitation energy, add up to $Nq^2/2$. If all weight is at one frequency, then $NS_\lambda\sqrt\lambda\,\omega_p=Nq^2/2$, or

$$S_\lambda(q)=\frac{q^2}{2\sqrt\lambda\,\omega_p},\qquad vS_\lambda=\frac{2\pi}{\sqrt\lambda\,\omega_p}.$$

At $\lambda=1$, the missing point costs a potential energy per electron of

$$-\frac{1}{2\Omega}\frac{2\pi}{\omega_p}=-\frac{\pi}{\Omega\omega_p}=-\frac{\omega_p}{4N},$$

because $\pi/\Omega=\omega_p^2/(4N)$. For the total energy, $\int_0^1d\lambda/\sqrt\lambda=2$ doubles this. At very small $\lambda$ the plasmon form exceeds $S_0$ and must give way to it. That happens for $\lambda$ of order $q^2$, where $vS_0\sim1/q$, so $F$ changes by order $q$ and $F(0)$ is unaffected. Thus

$$F(0)=\frac{4\pi}{\omega_p}=\frac{\omega_p}{n},\qquad \Delta\varepsilon_{xc}\simeq-\frac{\omega_p}{2N}.\tag{4}$$

The half that is not potential energy is kinetic energy of correlation. It is distinct from $t_N-t_\infty$, and ordinary LDA misses it too.

Multiplied by $N$, the error is $-\omega_p/2$ per cell, the zero-point energy of one plasmon. A cell with fixed electron number has no density oscillation at $\mathbf G=0$, so it lacks that mode. Correlation has also cancelled the $L^{-2}$ exchange error: screening makes $F$ finite where $vS_0$ diverges.

## The next term in the random-phase approximation

Equation (4) needs the plasmon limit alone. For numbers at finite $N$ a full theory is required, and the random-phase approximation (RPA) provides a computable one. Let $\chi_\lambda(q,iu)$ be the density response at imaginary frequency. An excitation of energy $\omega$ enters $-\chi_\lambda$ with the factor $2\omega/(\omega^2+u^2)$, whose integral over $u>0$ is $\pi$, so $\pi nS_\lambda=-\int_0^\infty\chi_\lambda\,du$. With $\chi_\lambda=\chi_0/(1-\lambda v\chi_0)$, the $\lambda$ integral gives

$$F(q)=\frac1{\pi n}\int_0^\infty\ln[1-v\chi_0(q,iu)]\,du.\tag{5}$$

For small $q$ and $u\gg qk_F$, $-v\chi_0\to\omega_p^2/u^2$. Since $\int_0^\infty\ln(1+\omega_p^2/u^2)\,du=\pi\omega_p$, (4) is recovered.

The first correction comes from $u=xqk_F$ with $x$ of order one. There the states at the Fermi surface respond. Their density is $k_F/\pi^2$ and their excitation energy is $qk_F\mu$, where $\mu$ is the cosine of the angle to $\mathbf q$:

$$-\chi_0=\frac{k_F}{\pi^2}\int_0^1\frac{\mu^2\,d\mu}{\mu^2+x^2}=\frac{k_F}{\pi^2}\left[1-x\arctan\frac1x\right].$$

As $v$ is large, the 1 in the logarithm can be dropped. The ratio of $-v\chi_0$ to the plasmon form $\omega_p^2/u^2$ is $3x^2[1-x\arctan(1/x)]$, by $n=k_F^3/3\pi^2$. Integrating its logarithm with $du=qk_F\,dx$ gives

$$F=\frac{\omega_p}{n}+\frac{k_FJ}{\pi n}q+\dots,\quad J=\int_0^\infty\!\ln\!\left[3x^2\Big(1-x\arctan\frac1x\Big)\right]dx=-2.232.$$

The Fourier transform of $1/q$ is $1/(2\pi^2r^2)$. Multiplication by $q^2$ acts as $-\nabla^2$, and $\nabla^2r^{-2}=2r^{-4}$, so $q$ transforms to $-1/(\pi^2r^4)$. Its quadrature error is $-C_4/(\pi^2L^4)$, where $C_4=\sum_{\mathbf m\ne0}|\mathbf m|^{-4}=16.532$. Multiply by $\frac12N\,k_FJ/(\pi n)$ and use $N/n=L^3$:

$$N\Delta\varepsilon_{xc}\simeq-\frac{\omega_p}{2}-\frac{k_FJC_4}{2\pi^3L}.\tag{6}$$

Because $J<0$, the second term is positive and reduces the error. Equation (6) keeps only the leading, linear singularity at $q=0$; a term in $q^3$ would add a correction of order $L^{-3}$ per cell. $F$ also inherits from $S_0$ a jump in its second derivative at $q=2k_F$, since $S_0-1=-(1-y)^2(2+y)/2$ below that point and zero above. Three integrations by parts in the radial transform $\frac{1}{2\pi^2r}\int qF\sin(qr)\,dq$ turn this jump into a tail $\propto\cos(2k_Fr)/r^4$, which adds a further term of order $1/L$ that oscillates with $k_FL$. At $r_s=2$ bohr the numerical sum (2) differs from (6) by 0.9 mHa per cell at $N=1000$ and 0.2 mHa at $N=10^4$, about 5% and 2% of the second term.

## What the size-dependent functional supplies

The Kwee–Zhang–Krakauer (KZK) functional is an LDA built from finite electron gases, so that $\varepsilon_{xc}(n)$ becomes $\varepsilon_{xc}(n,L)$. The correction reads

$$E_\infty\approx E_{\rm QMC}(L)+E_{\rm LDA}(\text{dense }k)-E_{\rm KZK}(\text{same }k,L).$$

For the uniform gas the last two terms give, per electron,

$$t_\infty+\varepsilon_{xc}(n)-t_N-\varepsilon_{xc}(n,L)=-(t_N-t_\infty)-\Delta\varepsilon_{xc}(n,L).$$

The first part removes the kinetic shell error, as before. The second removes the hole-image error together with its kinetic partner. The functional can do this because its reference system had the same cell and the same Ewald interaction.

The numbers here use an RPA counterpart of KZK, given by (2) and (5), not the published parametrization. Explicit RPA energies of finite cells stand in for quantum Monte Carlo.

## Numbers at $r_s=2$ bohr

Here $k_F=0.9596$ bohr$^{-1}$ and $\omega_p=0.6124$ Ha. For $N=54$, $L=12.186$ bohr, and (3) gives

$$\Delta\varepsilon_x\simeq\frac{3(-2.8373)}{4(0.9596)(12.186)^2}=-14.9\ \text{mHa}.$$

The full smooth exchange error agrees to this precision. Correlation contributes $+10.1$ mHa, leaving $-4.8$ mHa, or $-0.131$ eV, per electron. The leading law gives $-612.4/108=-5.7$ mHa. With the next term, (6) gives $-0.3062+0.0469=-0.2593$ Ha per cell, which is $-4.8$ mHa per electron. The numerical sum (2) also gives $-0.2593$ Ha; agreement this close is an accident of this cell, since at $N=1000$ the two differ by 0.9 mHa.

The Γ-point errors for closed shells, in mHa per electron, are:

| $N$ | uncorrected | after DFT | after KZK-type |
|---|---|---|---|
| 14 | −10.5 | −14.5 | 2.1 |
| 38 | −17.5 | −6.6 | 0.1 |
| 54 | −15.6 | −5.2 | −0.4 |
| 66 | −5.1 | −3.7 | 0.3 |
| 114 | 2.0 | −2.3 | 0.0 |

For $N=54$ the kinetic error is $-10.4$ mHa. Removing it leaves $-15.6+10.4=-5.2$ mHa, and removing the smooth xc error leaves $-5.2+4.8=-0.4$ mHa. Over the five cells the root-mean-square error goes from 11.8 to 7.8 to 1.0 mHa. The middle column no longer changes sign, but it is far from zero.

The last column is the shell effect within xc: the cell's own response is built from a discrete set of occupied states, whereas (2) uses the infinite-gas $F$. Neither correction contains it. So the statement that DFT removes shell effects holds for their kinetic part.

Averaging over 64 twists, that is, offsets of the k-grid, at $N=54$ reduces the remainder to 0.1 mHa. The same average leaves $-4.7$ mHa after the ordinary DFT correction. Twist averaging smooths the occupied set but leaves the Ewald interaction, and with it the missing $\mathbf G=0$ point, unchanged. The remaining 0.1 mHa exceeds the estimated sampling error of 0.02 mHa, so it is a part of the xc error that neither the average nor (2) removes; its origin is not determined here.

The numerical check tests the laws for large cells. At $N=10^4$ the potential share of the smooth xc error is $-0.1532$ Ha per cell, close to $-\omega_p/4=-0.1531$ Ha. The rest, $-0.1449$ Ha, is the kinetic share, still about 5% short of the same limit.

## Where the local picture ends

In a crystal, KZK evaluates $\int n\,\varepsilon_{xc}(n(\mathbf r),L)\,d^3r$. To first order in the size correction the density may be held fixed, since the energy is stationary with respect to it. With (4) written as $-\omega_p(n)/(2n\Omega)$, the size error that the functional assigns to the cell energy, and that the correction subtracts, is

$$-\int n\,\frac{\omega_p(n)}{2n\Omega}\,d^3r=-\frac12\,\langle\omega_p(n(\mathbf r))\rangle,$$

half the volume average of the local plasma frequency. For a density $n[1+0.8\cos(\ldots)]$ with 1000 electrons in the cell, the functional gives 0.948 of the uniform value; the average of $\sqrt{n(\mathbf r)/n}$ predicts 0.951.

This says what the functional does, not what the crystal does. The true error depends on the crystal's long-wavelength $S_\lambda$ at all couplings up to $\lambda=1$, a collective property of the whole system. By the f-sum rule $S=\frac12q^2\langle1/\omega\rangle$, averaged over excitations with their f-sum weights. In an insulator these energies reflect the gap and the bands, and nothing forces them to match local plasma frequencies. The derivation above supports the approximation only for a nearly uniform metallic density.

It also needs a hole that fits in the cell. Where the density is so low that $nL^3$ is of order one, the local $r_s$ is comparable to $L$, and the assumption behind (2), that $S(G)$ keeps its infinite-gas value, is no longer justified. A size-dependent functional needs a separate description of that regime.

## Values computed for the example and the checks

```
rs = 2.0 bohr, n = 0.029842 bohr^-3, kF = 0.95958 bohr^-1
plasma frequency wp = 0.61237 Ha
Ewald constant xi*L = -2.837297
image potential: coefficient of r^2/L^3 = 2.0925, 2pi/3 = 2.0944
S0 at q=0.8kF: counted 0.5679, formula 0.5680
infinite gas, kinetic energy = 276.24 mHa/electron
infinite gas, exchange energy = -229.08 mHa/electron
infinite gas, RPA correlation = -61.80 mHa/electron
N=14 lowest G: mode shift by diagonalization 0.300377 Ha, by integral 0.300377 Ha
S(q)/(q^2/2wp) at q=0.01kF = 0.99993
J = -2.2319, from slope of F at q=0.01kF = -2.2178
lattice sum C4 = 16.5323
N=54: L = 12.186 bohr
N=54 exchange error: sum -14.886, L^-2 law -14.934 mHa/electron
N=54 smooth correlation error = 10.084 mHa/electron
N=54 smooth xc error = -4.802 mHa/electron
N=54 smooth xc error = -0.1307 eV/electron
N=54 leading law -wp/(2N) = -5.670 mHa/electron
plasmon limit -wp/2 = -0.30619 Ha/cell
N=54: smooth xc error -0.25929, two-term law -0.25933 Ha/cell
N=1000: smooth xc error -0.28939, two-term law -0.28848 Ha/cell
N=10000: smooth xc error -0.29813, two-term law -0.29797 Ha/cell
N=10000: potential share -0.15323, -wp/4 = -0.15309 Ha/cell
Gamma-point RPA errors, all in mHa/electron:
N | uncorrected | kinetic | after DFT | KZK-type shift | after KZK-type
14 | -10.526 | 3.991 | -14.516 | -16.620 | 2.104
38 | -17.538 | -10.947 | -6.592 | -6.661 | 0.069
54 | -15.571 | -10.383 | -5.189 | -4.802 | -0.387
66 | -5.135 | -1.388 | -3.747 | -4.006 | 0.259
114 | 2.014 | 4.347 | -2.334 | -2.368 | 0.034
rms | 11.758 | 7.272 | 7.753 | 8.547 | 0.964
N=54, 64 twists, errors in mHa/electron:
  uncorrected -4.203, kinetic 0.499
  after DFT -4.701, after KZK-type 0.100
  twist spread of xc error / sqrt(count) = 0.016
modulation a = 0.8, N=1000: local/uniform xc error 0.9485
mean of sqrt(n(r)/n) = 0.9513
```
